# Shot Noise of Diffusive Wires from the Boltzmann-Langevin Equation: test program

```python
# Result under test: the shot-noise Fano factor F = S/(2 e I) of a diffusive wire
# is 1/3 without inelastic scattering and sqrt(3)/4 when electron-electron
# collisions establish a local electron temperature.
# S: one-sided low-frequency current noise; I: mean current; G: conductance;
# V: bias; T0: reservoir temperature; t = k T0/(e V); s = x/L: position;
# f: occupation; D: diffusion coefficient; tau: momentum relaxation time.
# In the kinetic tests energies are in units of eV (charge times bias).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.sparse import csr_matrix, eye, kron, lil_matrix, vstack
from scipy.sparse.linalg import spsolve
from scipy.special import expit


def fano_elastic(t):
    """Closed form without inelastic scattering."""
    return (4 * t + 1 / np.tanh(1 / (2 * t))) / 3


def fano_hot(t):
    """Closed form with a local electron temperature."""
    v = np.sqrt(3) / (2 * np.pi * t)
    return t * (1 + (v + 1 / v) * np.arctan(v))


# --- Langevin current source from explicit collisions, anisotropic kernel ---
def source_and_diffusion():
    """Speed 1. Returns the source strength per f(1-f), D, and tau."""
    mu, w_mu = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(12) / 12
    m, p = np.meshgrid(mu, phi, indexing="ij")
    perp = np.sqrt(1 - m**2)
    n = np.stack([perp * np.cos(p), perp * np.sin(p), m], -1).reshape(-1, 3)
    weight = np.repeat(w_mu / 2, 12) / 12
    cosine = n @ n.T
    kernel = 1 + 0.6 * cosine + 0.5 * cosine**2
    vx = n[:, 0]
    # Collision operator: loss minus gain; its null vector is the constant.
    collision = np.diag(kernel @ weight) - kernel * weight
    response = np.linalg.lstsq(collision, vx, rcond=None)[0]
    diffusion = np.sum(weight * vx * response)
    rate = quad(lambda c: 0.5 * (1 - c) * (1 + 0.6 * c + 0.5 * c * c), -1, 1)[0]
    tau = 1 / rate
    jump = tau * (vx[None, :] - vx[:, None])
    source = np.sum(weight[:, None] * weight[None, :] * kernel * jump**2)
    return source, diffusion, tau


source, diffusion, tau_model = source_and_diffusion()
assert abs(source - 2 * diffusion) < 1e-10
assert abs(diffusion - tau_model / 3) < 1e-10


# --- Angle-resolved Boltzmann-Langevin problem, no diffusion approximation ---
def stationary(velocity, weight, length, cells, left, right):
    """Linear transport with isotropic scattering, mean free path 1."""
    n = len(velocity)
    h = length / cells
    drift = np.diag(velocity) / h
    scatter = (np.eye(n) - np.outer(np.ones(n), weight)) / 2
    bulk = (kron(eye(cells, cells + 1, k=1), csr_matrix(scatter + drift))
            + kron(eye(cells, cells + 1), csr_matrix(scatter - drift)))
    edge = lil_matrix((n, n * (cells + 1)))
    rhs = np.zeros(n * (cells + 1))
    for j in range(n):
        incoming_left = velocity[j] > 0
        edge[j, j if incoming_left else n * cells + j] = 1
        rhs[n * cells + j] = left if incoming_left else right
    matrix = vstack([bulk, edge.tocsr()]).tocsc()
    return spsolve(matrix, rhs).reshape(cells + 1, n)


def kinetic_fano(mu, weight, length, cells):
    """Fano factor and transmission for zero-temperature reservoirs."""
    f = stationary(mu, weight, length, cells, 1.0, 0.0)
    # Probability to leave on the right obeys the backward equation.
    leave = stationary(-mu, weight, length, cells, 0.0, 1.0)
    current = np.sum(weight * mu * f[cells // 2])
    fm = (f[1:] + f[:-1]) / 2
    lm = (leave[1:] + leave[:-1]) / 2
    change = lm[:, None, :] - lm[:, :, None]
    events = fm[:, :, None] * (1 - fm[:, None, :])
    noise = length / cells * np.einsum(
        "j,k,ijk,ijk->", weight, weight, events, change**2)
    injected = np.sum((weight * mu)[mu > 0])
    return noise / current, current / injected


two_mu, two_weight = np.array([1.0, -1.0]), np.array([0.5, 0.5])
two_stream = []
for ratio in (0.1, 1.0, 10.0):
    # Half of the isotropic events reverse the motion: back length is 2.
    fano, trans = kinetic_fano(two_mu, two_weight, 2 * ratio, 600)
    expected_trans = 1 / (1 + ratio)
    assert abs(trans - expected_trans) < 1e-8
    assert abs(fano - (1 - expected_trans**3) / 3) < 1e-4
    two_stream.append((ratio, trans, fano))

node, node_weight = np.polynomial.legendre.leggauss(4)
half_mu = (node + 1) / 2
sphere_mu = np.concatenate([half_mu, -half_mu])
sphere_weight = np.concatenate([node_weight, node_weight]) / 4
sphere = []
for ratio in (1.0, 10.0, 30.0):
    fano, trans = kinetic_fano(sphere_mu, sphere_weight, ratio, 600)
    sphere.append((ratio, trans, fano))
assert abs(sphere[-1][2] - 1 / 3) < 3e-3  # finite mean free path remains


# --- Exact counting statistics of an exclusion chain ---
def exclusion_fano(sites):
    """Unit hopping rates; full left reservoir, empty right reservoir."""
    dim = 2**sites
    rate = np.zeros((dim, dim))
    leaving = np.zeros((dim, dim))
    last = 1 << (sites - 1)
    for state in range(dim):
        if not state & 1:
            rate[state | 1, state] += 1
        for i in range(sites - 1):
            if ((state >> i) ^ (state >> (i + 1))) & 1:
                rate[state ^ (3 << i), state] += 1
        if state & last:
            rate[state ^ last, state] += 1
            leaving[state ^ last, state] += 1
    generator = rate - np.diag(rate.sum(axis=0))
    generator[-1] = 1.0  # replace one redundant row by the normalization
    rhs = np.zeros(dim)
    rhs[-1] = 1.0
    prob = np.linalg.solve(generator, rhs)
    current = np.sum(leaving @ prob)
    rhs = leaving @ prob - current * prob
    rhs[-1] = 0.0
    correction = np.linalg.solve(generator, rhs)
    return (current - 2 * np.sum(leaving @ correction)) / current


chain = [(sites, exclusion_fano(sites)) for sites in (1, 2, 4, 8)]
for sites, fano in chain:
    assert abs(fano - (1 + 1 / (sites + 1)) / 3) < 1e-9


# --- Diffusion with number- and energy-conserving relaxation ---
t_test = 0.02
s = np.linspace(0, 1, 401)
energy = np.linspace(-6, 7, 2601)
mu_local = 1 - s
temp_local = np.sqrt(t_test**2 + 3 / np.pi**2 * s * (1 - s))
local_fermi = expit(-(energy[None, :] - mu_local[:, None])
                    / temp_local[:, None])
f_left = expit(-(energy - 1) / t_test)
f_right = expit(-energy / t_test)


def relaxed_distribution(strength):
    """strength = L / sqrt(D * relaxation time)."""
    a = (strength * (s[1] - s[0]))**2
    inner = len(s) - 2
    band = np.ones((3, inner))
    band[1] = -2 - a
    rhs = -a * local_fermi[1:-1]
    rhs[0] -= f_left
    rhs[-1] -= f_right
    f = np.empty_like(local_fermi)
    f[0], f[-1] = f_left, f_right
    f[1:-1] = solve_banded((1, 1), band, rhs)
    return f


relaxation = []
for strength in (0.0, 1.0, 3.0, 10.0, 300.0):
    f = relaxed_distribution(strength)
    number = simpson(f - f_right, x=energy, axis=1)
    heat = simpson(energy * (f - f_right), x=energy, axis=1)
    assert np.max(abs(number - (1 - s))) < 1e-5
    assert np.max(abs(heat - (1 - s) / 2)) < 1e-5
    fano = 2 * simpson(simpson(f * (1 - f), x=energy, axis=1), x=s)
    relaxation.append((strength, fano))
assert abs(relaxation[0][1] - fano_elastic(t_test)) < 1e-4
assert abs(relaxation[-1][1] - fano_hot(t_test)) < 1e-3
assert np.all(np.diff([row[1] for row in relaxation]) > 0)

# --- Zero-temperature and equilibrium limits ---
elastic_zero = 2 * quad(lambda x: x * (1 - x), 0, 1)[0]
hot_zero = 2 * np.sqrt(3) / np.pi * quad(
    lambda x: np.sqrt(x * (1 - x)), 0, 1)[0]
assert abs(elastic_zero - 1 / 3) < 1e-10
assert abs(hot_zero - np.sqrt(3) / 4) < 1e-7
assert abs(fano_elastic(1e-5) - elastic_zero) < 1e-4
assert abs(fano_hot(1e-5) - hot_zero) < 1e-4
for closed_form in (fano_elastic, fano_hot):
    assert abs(closed_form(1e3) / 2e3 - 1) < 1e-5  # S = 4 k T0 G

# --- Worked example: free-electron model metal, SI units ---
fermi_energy_ev, free_path = 5.0, 10e-9
length, width, thickness = 1e-6, 50e-9, 20e-9
bias, bath = 1e-3, 0.1
e, k_b, hbar, mass = const.e, const.k, const.hbar, const.m_e
k_fermi = np.sqrt(2 * mass * fermi_energy_ev * e) / hbar
v_fermi = hbar * k_fermi / mass
dos = mass * k_fermi / (np.pi**2 * hbar**2)
diff = v_fermi * free_path / 3
sigma = e**2 * dos * diff
density = k_fermi**3 / (3 * np.pi**2)
drude = density * e**2 * (free_path / v_fermi) / mass
assert abs(sigma / drude - 1) < 1e-10
area = width * thickness
conductance = sigma * area / length
current = conductance * bias
modes = k_fermi**2 * area / (4 * np.pi)
t_wire = k_b * bath / (e * bias)
peak = np.sqrt(bath**2 + 3 / (4 * np.pi**2) * (e * bias / k_b)**2)

print(f"Source / [D f(1-f)], explicit collisions: {source / diffusion:.6f}")
print(f"F elastic, T0=0: {elastic_zero:.6f}")
print(f"F hot electrons, T0=0: {hot_zero:.6f}")
print("Two-stream wire: L/back length, transmission, F")
for ratio, trans, fano in two_stream:
    print(f"  {ratio:.1f}  {trans:.5f}  {fano:.5f}")
print("Spherical surface: L/free path, transmission, F, (1-trans^3)/3")
for ratio, trans, fano in sphere:
    print(f"  {ratio:.1f}  {trans:.5f}  {fano:.5f}  {(1 - trans**3) / 3:.5f}")
print("Exclusion chain: sites, F")
for sites, fano in chain:
    print(f"  {sites}  {fano:.6f}")
print(f"Relaxation model, kT0/eV = {t_test}: L/relaxation length, F")
for strength, fano in relaxation:
    print(f"  {strength:.0f}  {fano:.5f}")
print(f"  closed form elastic: {fano_elastic(t_test):.5f}")
print(f"  closed form hot: {fano_hot(t_test):.5f}")
print(f"Fermi energy: {fermi_energy_ev:.1f} eV")
print(f"Mean free path: {free_path * 1e9:.0f} nm")
print(f"Wire length: {length * 1e9:.0f} nm")
print(f"Wire width: {width * 1e9:.0f} nm")
print(f"Wire thickness: {thickness * 1e9:.0f} nm")
print(f"Bias: {bias * 1e3:.1f} mV")
print(f"Reservoir temperature: {bath:.1f} K")
print(f"kT0/eV: {t_wire:.6f}")
print(f"Fermi velocity: {v_fermi:.4e} m/s")
print(f"Density of states: {dos:.4e} 1/(J m^3)")
print(f"Diffusion coefficient: {diff:.4e} m^2/s")
print(f"Conductivity: {sigma:.4e} S/m")
print(f"Resistance: {1 / conductance:.3f} ohm")
print(f"Current: {current * 1e6:.3f} microampere")
print(f"Momentum relaxation time: {free_path / v_fermi * 1e15:.3f} fs")
print(f"Diffusion time L^2/D: {length**2 / diff * 1e12:.1f} ps")
print(f"Modes per spin: {modes:.0f}")
print(f"Modes * free path / L: {modes * free_path / length:.1f}")
print(f"Peak electron temperature, hot regime: {peak:.4f} K")
print(f"Poisson noise 2eI: {2 * e * current:.4e} A^2/Hz")
for name, fano in (("elastic", fano_elastic(t_wire)),
                   ("hot", fano_hot(t_wire))):
    noise = 2 * e * current * fano
    print(f"F in wire, {name}: {fano:.5f}")
    print(f"Noise S, {name}: {noise:.4e} A^2/Hz")
    print(f"Noise temperature, {name}: {noise / (4 * k_b * conductance):.4f} K")
print("every check passed")
```

Running it gives:

```
Source / [D f(1-f)], explicit collisions: 2.000000
F elastic, T0=0: 0.333333
F hot electrons, T0=0: 0.433013
Two-stream wire: L/back length, transmission, F
  0.1  0.90909  0.08290
  1.0  0.50000  0.29167
  10.0  0.09091  0.33308
Spherical surface: L/free path, transmission, F, (1-trans^3)/3
  1.0  0.55339  0.24642  0.27684
  10.0  0.11674  0.32932  0.33280
  30.0  0.04243  0.33280  0.33331
Exclusion chain: sites, F
  1  0.500000
  2  0.444444
  4  0.400000
  8  0.370370
Relaxation model, kT0/eV = 0.02: L/relaxation length, F
  0  0.36000
  1  0.36980
  3  0.40040
  10  0.42369
  300  0.43513
  closed form elastic: 0.36000
  closed form hot: 0.43522
Fermi energy: 5.0 eV
Mean free path: 10 nm
Wire length: 1000 nm
Wire width: 50 nm
Wire thickness: 20 nm
Bias: 1.0 mV
Reservoir temperature: 0.1 K
kT0/eV: 0.008617
Fermi velocity: 1.3262e+06 m/s
Density of states: 9.5074e+46 1/(J m^3)
Diffusion coefficient: 4.4207e-03 m^2/s
Conductivity: 1.0789e+07 S/m
Resistance: 92.689 ohm
Current: 10.789 microampere
Momentum relaxation time: 7.540 fs
Diffusion time L^2/D: 226.2 ps
Modes per spin: 10443
Modes * free path / L: 104.4
Peak electron temperature, hot regime: 3.2005 K
Poisson noise 2eI: 3.4571e-24 A^2/Hz
F in wire, elastic: 0.34482
Noise S, elastic: 1.1921e-24 A^2/Hz
Noise temperature, elastic: 2.0008 K
F in wire, hot: 0.43343
Noise S, hot: 1.4984e-24 A^2/Hz
Noise temperature, hot: 2.5149 K
every check passed
```
